# Why a local LDA vertex in GW mostly shifts absolute energies, part 2

How does a local vertex change \(G_0W_0\) energies in the unpolarized electron gas of density \(n=k_F^3/3\pi^2\)? Formulas use Hartree atomic units; energies are quoted in eV (1 Ha = 27.2114 eV). \(r_s\) is the density parameter in bohr, \(\varepsilon_k=k^2/2\), \(\varepsilon_F=k_F^2/2\), \(v=4\pi/q^2\), \(N_0=k_F/\pi^2\), \(q_{TF}^2=4\pi N_0\), \(\omega_p^2=4\pi n\). \(\chi_0\) is the Lindhard function, \(f=d^2(n\varepsilon_{xc})/dn^2<0\) the constant LDA kernel, and \(u=v+f\).

The vertex is \(\Gamma=1/(1-f\chi_0)\), with static long-wave limit \(1/(1+fN_0)\). "Both" has it in the screened interaction \(W\) and the self-energy \(\Sigma\), "W only" in \(W\) alone, RPA in neither. \(\Sigma(k)\) means \(\mathrm{Re}\,\Sigma(k,\varepsilon_k)\), \(\Sigma_c\) is its correlation part, and \(\Delta\Sigma\), \(\Delta W\) are changes from RPA. The value \(\Sigma_c(k_F)\) was also obtained as \(dE/dn\) of an energy density \(E\) at fixed \(f\). Differences \(E_k-E_{k'}\) stand in for gaps, the chemical potential \(\mu\) for absolute energies.

Results cited below:
\[
\Delta W_{\rm both}=\frac{\Delta W_W}{v\chi_0},\qquad \Delta\Sigma_{\rm both}(k_F)>0>\Delta\Sigma_W(k_F).
\]
In the static long-wave limit \(v\chi_0\to-q_{TF}^2/q^2\), \(\Delta W_W\to f\) and \(\Delta W_{\rm both}\to|f|\,q^2/q_{TF}^2\), which is the long-wave cancellation.

For a static \(\Delta W(q)\), \(\Delta\Sigma(k)=\int\frac{q^2dq}{4\pi^2}\Delta W(q)\,w_k(q)\). With \(y=q/k_F\),
\[
w_{k_F}-w_0=\begin{cases}1+y/2,& y<1\\ -(1-y/2),&1<y<2\\ 0,&y>2,\end{cases}
\]
so the inner window \(q<k_F\) and the outer window \(k_F<q<2k_F\) enter with opposite signs; \(\int_0^1y^2(1+\frac y2)dy=\frac{11}{24}\).

Momenta above \(Q\gg k_F\) contribute the tail \(2|f|n/\pi Q\) to \(\Delta\Sigma_{\rm both}\), with a \(k\)-dependent part smaller by \(k^2/9Q^2\). Such short-range terms act as a local potential. For \(Q=ck_F\) the exchange part of the tail is \(2/(3\pi^2c)\) Ha at any density.

**Quasiparticle energies**

Starting from levels \(\varepsilon_k+\delta\) shifts the frequency argument of \(\Sigma\) by \(\delta\), so \(E=\varepsilon_k+\Sigma(k,E-\delta)\). Expanding to first order about \(E-\delta=\varepsilon_k\) and solving for \(E\),
\[
E_k=\varepsilon_k+\delta+Z_k[\Sigma(k)-\delta],\qquad Z_k=\frac1{1-\partial_\omega\mathrm{Re}\,\Sigma}.
\]
The aligned start \(\delta=\Sigma(k_F)\) gives \(\mu=\varepsilon_F+\Sigma(k_F)\) and the bandwidth \(B=\varepsilon_F-Z_0[\Sigma(0)-\Sigma(k_F)]\), from which a rigid \(\Delta\Sigma\) cancels. The LDA start \(\delta=v_{xc}\) gives, on adding and subtracting \(Z_0\Sigma(k_F)\),
\[
B_{\rm LDA}=B+(Z_F-Z_0)[\Sigma(k_F)-v_{xc}],
\]
so part of a rigid shift leaks into differences through the \(k\) dependence of \(Z\).

**Numbers at \(r_s=2\) and \(4\)**

The densities are round model values. The point \(k=0\) is taken at \(10^{-3}k_F\), and \(k\le1.4k_F\) keeps \(\varepsilon_k-\varepsilon_F\) below \(\omega_p\). The full table is in the numerical output below; three rows, in eV, are:

| \(k/k_F\) | both, \(r_s=2\) | W only, 2 | both, 4 | W only, 4 |
|---|---|---|---|---|
| 0 | 1.324 | 0.374 | 1.430 | 0.159 |
| 1 | 1.479 | −0.164 | 1.446 | −0.232 |
| 1.4 | 1.669 | −0.454 | 1.550 | −0.477 |

The signs at \(k_F\) are the derived ones. Across the occupied band \(\Delta\Sigma_{\rm both}\) spreads by 0.155 eV at \(r_s=2\), which is 10.5 % of its value at \(k_F\), and by 0.028 eV (1.9 %) at \(r_s=4\), where it has a shallow minimum of 1.419 eV near \(0.6k_F\). Up to \(1.4k_F\) the spreads grow to 0.345 eV (23 %) and 0.131 eV (9 %). \(\Delta\Sigma_W\) spreads by 0.828 and 0.636 eV over that range, more than its own size at \(k_F\), and changes sign. The shift with both vertices is mostly rigid, and visibly less so at the higher density and for empty states.

Momenta above \(2k_F\) give 70 % and 75 % of \(\Delta\Sigma_{\rm both}(k_F)\). At \(r_s=2\), \(n|f|=2.967\) eV and \(k_F=0.9596\) bohr\(^{-1}\), so the leading tail at \(Q=2k_F\) is \(2\times2.967/(\pi\times1.919)=0.98\) eV, against 1.036 eV computed at \(k_F\). At \(r_s=4\) it is \(2\times1.554/(\pi\times0.9596)=1.03\) eV against 1.085 eV. At \(r_s=2\) the \(k\)-dependent part of the tail is estimated as \(0.98/36=0.027\) eV and computed as \(1.036-0.998=0.038\) eV, a fair result for an asymptotic form used at \(2k_F\). At \(Q=6k_F\) formula and integral agree within about 1 %, 0.328 against 0.331 eV, and more than a fifth of the shift is still outstanding. The density independence of the exchange tail explains why the shift has the same scale at densities a factor of eight apart. That 1.479 and 1.446 eV are as close as they are is partly an accident: the part above \(2k_F\) rises from 1.036 to 1.085 eV while the part below falls from 0.443 to \(1.446-1.085=0.361\) eV.

The differences \(\Delta\Sigma(k_F)-\Delta\Sigma(0)\) by window, inner, outer and \(q>2k_F\), follow from the printed splits. At \(r_s=2\),

both: \(0.272-0.156+0.038=0.154\) eV; W only: \(-0.599+0.065-0.003=-0.537\) eV.

At \(r_s=4\),

both: \(0.088-0.112+0.038=0.014\) eV; W only: \(-0.468+0.083-0.006=-0.391\) eV.

The sums match the table up to rounding. Inner and outer windows have the opposite signs found in the static analysis. For W only the inner window dominates. The vertex in \(\Sigma\) reverses the inner window and cuts its size to \(0.272/0.599=0.45\) and \(0.088/0.468=0.19\) of the W-only value, the stronger cut going with the larger \(q_{TF}/k_F\), 1.629 against 1.152, as the factor \(1/(v\chi_0)\) suggests. At \(r_s=2\) this suppression alone would not make the shift flat: the outer window cancels more than half of what remains, and at \(r_s=4\) it overcancels. The degree of this balance is a computed property of the model at these two densities. A rough static estimate, with \(\Delta W_W\) taken constant and \(|v\chi_0|=q_{TF}^2/q^2\), averages \(y^2\) over the inner window with weight \(y^2(1+y/2)\), which gives \((\frac15+\frac1{12})/\frac{11}{24}=0.618\); dividing by \((q_{TF}/k_F)^2\) yields 0.47 and 0.23, near the computed 0.45 and 0.19.

For the bandwidth at \(r_s=2\), with \(\varepsilon_F=12.528\) eV, \(\Sigma(0)\) is \(-10.020\), \(-10.020+1.324=-8.696\) and \(-10.020+0.374=-9.646\) eV, and \(\Sigma(k_F)\) is \(-10.204\), \(-8.725\) and \(-10.368\) eV:

RPA: \(12.528-0.706\times0.184=12.398\) eV;
both: \(12.528-0.719\times0.029=12.507\) eV;
W only: \(12.528-0.697\times0.722=12.025\) eV.

Both vertices widen the band by 0.109 eV relative to RPA while raising \(\mu\) by 1.479 eV; the vertex in \(W\) alone narrows it by 0.373 eV while lowering \(\mu\) by 0.164 eV. At \(r_s=4\) the bandwidths are 2.922, 2.926 and 2.719 eV. The difference \(E(1.4k_F)-E(0.6k_F)\) between an empty and a filled state changes by \(+0.214\) eV (both) and \(-0.436\) eV (W only) at \(r_s=2\), and by \(+0.076\) and \(-0.267\) eV at \(r_s=4\). The change of 0.214 eV is \(0.214/1.479=14\) % of the shift, about half the size of the W-only change, and not negligible on a 0.1 eV scale.

From the LDA start at \(r_s=2\), \(E(k_F)\) rises by \(0.777\times0.988+0.764\times0.491=1.143\) eV, less than 1.479 eV because of \(Z\). The leak is \((0.777-0.719)\times0.988=0.057\) eV with both vertices and \((0.764-0.706)\times(-0.491)=-0.028\) eV in RPA, which raises the bandwidth change from 0.109 to the printed 0.195 eV. At \(r_s=4\) the change is 0.105 eV for a shift of 0.945 eV, against 0.005 eV with the aligned start, so there the leak is nearly the whole effect.

**What the shift is worth, and the step to solids**

The reference for \(\Sigma(k_F)\) is \(v_{xc}=d(n\varepsilon_{xc})/dn\) of PW92, a fit to quantum Monte Carlo energies that carries their errors and those of the fit. Relative to it, RPA lies 0.49 and 0.43 eV too low at \(r_s=2\) and 4, W only 0.66 and 0.67 eV too low, and both vertices 0.99 and 1.01 eV too high. The shift has the sign needed to correct RPA and about three times the size, \(1.479/0.491\) and \(1.446/0.434\). Removing the part above \(2k_F\) at \(r_s=2\) would leave \(1.479-1.036=0.443\) eV, so the overshoot is of the size of the contribution from \(q>2k_F\), where a long-wave kernel is used at short wavelength. The cut at \(2k_F\) is arbitrary, and no \(q\)-dependent kernel was tested.

These results hold for the uniform gas, one shot from \(G_0\), with linearized quasiparticle energies and \(1-u\chi_0>0\). For a solid they give an argument and no proof. The tail above a multiple of the local Fermi momentum acts as a local potential set by \(|f|n/k_F\) at the density \(n(\mathbf r)\), and from a fixed start each level moves by its expectation value of that potential times its own \(Z\). If the local shift varies with density as little as it does here between \(r_s=2\) and 4, the expectation values in valence and conduction states are nearly equal, and the tail reaches the gap mainly through the difference of their \(Z\), the leak found above for the LDA start. This covers the tail only. The non-rigid part of \(\Delta\Sigma\) adds to it and can be the larger: for \(E(1.4k_F)-E(0.6k_F)\) the printed \(Z\) give a leak of \(0.017\times0.988+0.015\times0.491=0.024\) eV at \(r_s=2\) and \(0.031\times1.012+0.023\times0.434=0.041\) eV at \(r_s=4\), against 0.214 and 0.076 eV already present with the aligned start. The argument has no support where the two states sample densities outside that range, and the complete long-wave cancellation rests on metallic screening, \(|v\chi_0|\to\infty\). In an insulator \(v\chi_0\to-(\epsilon-1)\) with a finite dielectric constant \(\epsilon\), so \(\Delta W_{\rm both}/\Delta W_W\to-1/(\epsilon-1)\): the cancellation is partial, and absent for \(\epsilon\le2\).

## Computed values

```
Triples are ordered RPA / both / Wonly; 1 Ha = 27.2114 eV
rs = 2.0 bohr: n = 0.02984 bohr^-3, kF = 0.9596 bohr^-1, qTF/kF = 1.152
 eF = 12.528 eV, wp = 16.664 eV, vxc(LDA) = -9.713 eV
 f = -3.654 Ha bohr^3, f N0 = -0.3553, n f = -2.967 eV, Gamma(0,0) = 1.551
 k/kF  S_RPA(eV) dS_both(eV) dS_Wonly(eV) Z_RPA Z_both Z_Wonly
 0.001  -10.020     1.324      0.374    0.706  0.719  0.697
 0.200  -10.025     1.334      0.353    0.702  0.713  0.691
 0.400  -10.060     1.354      0.284    0.705  0.713  0.691
 0.600  -10.135     1.377      0.162    0.719  0.728  0.704
 0.800  -10.204     1.414      0.004    0.743  0.754  0.727
 1.000  -10.204     1.479     -0.164    0.764  0.777  0.748
 1.200  -10.188     1.568     -0.322    0.760  0.773  0.746
 1.400  -10.294     1.669     -0.454    0.734  0.745  0.722
 spread k<=kF: both 0.155 eV (10.5 % of shift), Wonly 0.538 eV
 spread k<=1.4kF: both 0.345 eV (23.3 % of shift), Wonly 0.828 eV
 dS both  k=0 kF, q<kF / kF-2kF / >2kF: -0.224 / 0.550 / 0.998 eV
 dS both  k=1 kF, q<kF / kF-2kF / >2kF: 0.048 / 0.394 / 1.036 eV
 dS Wonly k=0 kF, q<kF / kF-2kF / >2kF: 0.553 / -0.161 / -0.018 eV
 dS Wonly k=1 kF, q<kF / kF-2kF / >2kF: -0.046 / -0.096 / -0.021 eV
 share of q>2kF in dS_both(kF): 70.1 %
 q>6kF part of dS_both(kF): 0.331 eV; 2|f|n/(pi 6kF) = 0.328 eV
 Sigma(kF): -10.204 / -8.725 / -10.368 eV
 Sigma(kF) - vxc(LDA): -0.491 / 0.988 / -0.655 eV
 dE/dn route, Sigma_c(kF): -1.892 / -0.413 / -2.056 eV
 bandwidth, aligned start: 12.398 / 12.507 / 12.025 eV
 its change, both / Wonly: 0.109 / -0.373 eV
 E(1.4kF)-E(0.6kF): 19.930 / 20.143 / 19.493 eV; free 20.045 eV
 its change, both / Wonly: 0.214 / -0.436 eV
 LDA start, shift of E(kF), both / Wonly: 1.143 / -0.115 eV
 LDA start, bandwidth change, both / Wonly: 0.195 / -0.378 eV
rs = 4.0 bohr: n = 0.00373 bohr^-3, kF = 0.4798 bohr^-1, qTF/kF = 1.629
 eF = 3.132 eV, wp = 5.891 eV, vxc(LDA) = -5.176 eV
 f = -15.310 Ha bohr^3, f N0 = -0.7443, n f = -1.554 eV, Gamma(0,0) = 3.910
 k/kF  S_RPA(eV) dS_both(eV) dS_Wonly(eV) Z_RPA Z_both Z_Wonly
 0.001   -5.245     1.430      0.159    0.575  0.588  0.545
 0.200   -5.266     1.428      0.140    0.575  0.588  0.545
 0.400   -5.330     1.423      0.086    0.582  0.595  0.553
 0.600   -5.424     1.419      0.004    0.597  0.612  0.566
 0.800   -5.525     1.423     -0.105    0.618  0.637  0.583
 1.000   -5.611     1.446     -0.232    0.637  0.660  0.599
 1.200   -5.691     1.491     -0.362    0.636  0.661  0.602
 1.400   -5.803     1.550     -0.477    0.620  0.643  0.591
 spread k<=kF: both 0.028 eV (1.9 % of shift), Wonly 0.392 eV
 spread k<=1.4kF: both 0.131 eV (9.1 % of shift), Wonly 0.636 eV
 dS both  k=0 kF, q<kF / kF-2kF / >2kF: -0.061 / 0.445 / 1.047 eV
 dS both  k=1 kF, q<kF / kF-2kF / >2kF: 0.027 / 0.333 / 1.085 eV
 dS Wonly k=0 kF, q<kF / kF-2kF / >2kF: 0.425 / -0.229 / -0.037 eV
 dS Wonly k=1 kF, q<kF / kF-2kF / >2kF: -0.043 / -0.146 / -0.043 eV
 share of q>2kF in dS_both(kF): 75.1 %
 q>6kF part of dS_both(kF): 0.348 eV; 2|f|n/(pi 6kF) = 0.344 eV
 Sigma(kF): -5.611 / -4.165 / -5.843 eV
 Sigma(kF) - vxc(LDA): -0.434 / 1.012 / -0.667 eV
 dE/dn route, Sigma_c(kF): -1.455 / -0.009 / -1.687 eV
 bandwidth, aligned start: 2.922 / 2.926 / 2.719 eV
 its change, both / Wonly: 0.005 / -0.202 eV
 E(1.4kF)-E(0.6kF): 4.780 / 4.856 / 4.513 eV; free 5.011 eV
 its change, both / Wonly: 0.076 / -0.267 eV
 LDA start, shift of E(kF), both / Wonly: 0.945 / -0.123 eV
 LDA start, bandwidth change, both / Wonly: 0.105 / -0.212 eV
```
